# Radius of a Ferromagnetic Spin Polaron in a Classical Antiferromagnet

## Problem

A single carrier is placed in an antiferromagnet. It moves easily between parallel spins and not at all between antiparallel ones, so it may pay to align the spins around it. The carrier then occupies a ferromagnetic bubble, and the two together form a spin polaron.

Take a square lattice ($d=2$, $z=4$ neighbours) or a simple cubic lattice ($d=3$, $z=6$), with lattice constant 1. The localized spins are classical vectors of length $S$. Their exchange energy is

$$
H_J=J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j,\qquad J>0,
$$

with each bond counted once. The carrier hops between neighbouring sites with amplitude $-t$, $t>0$, and an infinite Hund coupling forces its spin to be parallel to the local spin.

(a) Find the exchange cost of a ferromagnetic bubble of radius $R$ in the Néel state.

(b) Find the energy of the carrier confined in it.

(c) Determine how the optimum radius depends on $t/J$ in three and in two dimensions, including the prefactor.

(d) Decide when the bubble is large enough for the estimate, and whether its spins should be fully aligned.

Evaluate the result for $S=1/2$ and $t/J=1000$. This is a round model value, chosen large because the estimate concerns large $t/J$.

## Solution

### What the carrier can reach

Let two neighbouring spins make an angle $\theta$. Choose axes so that they point at $+\theta/2$ and $-\theta/2$ from the vertical, in one plane. The spin states parallel to them are

$$
\chi_\pm=\begin{pmatrix}\cos(\theta/4)\\ \pm\sin(\theta/4)\end{pmatrix}.
$$

Hopping conserves the carrier's spin, so the amplitude is multiplied by the overlap

$$
\chi_+^{\dagger}\chi_-=\cos^2\frac{\theta}{4}-\sin^2\frac{\theta}{4}=\cos\frac{\theta}{2}.
$$

The effective hopping is therefore $t\cos(\theta/2)$: it equals $t$ for parallel spins and zero for antiparallel ones. The Hund energy is the same on every site and is dropped. In the undisturbed Néel state the carrier cannot move, and its energy is then 0. This is the reference level for the energies below. It is not the lowest competitor, since partly aligned spins also let the carrier move; part (d) returns to them.

### (a) Exchange cost

Call the two sublattices up and down. To make a bubble, reverse the $N_F$ down spins that lie inside radius $R$. An antiparallel bond has energy $-JS^2$ and a parallel bond $+JS^2$, so each bond that changes costs $2JS^2$.

Every neighbour of a reversed site belongs to the up sublattice and points up, whether it lies inside the bubble or just outside. All $z$ bonds of each reversed spin thus become parallel. No bond is counted twice, because each bond has just one end on the down sublattice. Hence

$$
E_{\rm ex}=2zJS^2N_F .
$$

There is no separate surface term. Let $c_d$ be the volume of the unit ball, $c_3=4\pi/3$ and $c_2=\pi$. A large bubble contains about $c_dR^d$ sites, half of them reversed, so $N_F\simeq c_dR^d/2$ and

$$
E_{\rm ex}\simeq zJS^2c_dR^d. \tag{1}
$$

The formula for a given $N_F$ is exact in this model; replacing the site count by a volume is not. For $R=9$ and $S=1/2$, direct bond sums give $4698\,J$ in three dimensions and $248\,J$ in two, against $4580\,J$ and $254.5\,J$ from (1). Each differs from the continuum value by less than 3 per cent.

### (b) Confinement energy

Inside the bubble all hopping amplitudes are $-t$. The carrier amplitude $\psi$ obeys

$$
-t\sum_{i=1}^{d}\left[\psi(\mathbf r+\mathbf e_i)+\psi(\mathbf r-\mathbf e_i)\right]=E\,\psi(\mathbf r).
$$

In a large bubble the lowest state varies slowly from site to site. The sum of two opposite neighbours is then $2\psi+\partial_i^2\psi$, up to fourth derivatives. With $z=2d$,

$$
-zt\,\psi-t\nabla^2\psi=E\psi .
$$

A wave with $\nabla^2\psi=-k^2\psi$ has energy $E=-zt+tk^2$. The neglected fourth derivatives contribute terms of order $t/R^4$.

Outside the bubble the carrier is blocked, so to leading order $\psi(R)=0$. The lowest state has no angular dependence, since angular motion adds a positive energy.

In three dimensions write $\psi=u(r)/r$. The radial equation becomes $u''=-k^2u$. A finite $\psi$ at the origin requires $u(0)=0$, so $u=\sin kr$. The first zero at the wall gives $k=\pi/R$.

In two dimensions the radial equation is

$$
\psi''+\frac{1}{r}\psi'+k^2\psi=0 .
$$

Its solution regular at the origin is the Bessel function $J_0(kr)$, whose first zero is $j_{01}=2.405$. Hence $k=j_{01}/R$. Both cases are contained in

$$
E_{\rm conf}=\frac{t\kappa^2}{R^2},\qquad \kappa=\pi\ (d=3),\quad \kappa=j_{01}\ (d=2). \tag{2}
$$

Diagonalizing the hopping problem on lattice bubbles with $R>5$, and fitting $E_{\rm conf}^{-1/2}$ by a straight line in $R$, gives $\kappa=3.155$ and $2.408$. The hard-wall values are 3.142 and 2.405.

### (c) The balance

The total energy relative to the Néel state with an immobile carrier is

$$
E(R)=-zt+\frac{t\kappa^2}{R^2}+zJS^2c_dR^d. \tag{3}
$$

The first term is the full band energy gained by alignment and does not depend on $R$. The second favours a large bubble, the third a small one. Differentiating,

$$
\frac{dE}{dR}=-\frac{2t\kappa^2}{R^3}+d\,zJS^2c_dR^{d-1}=0 .
$$

Multiplication by $R^3$ and division by $d\,zJS^2c_d$ give

$$
R^{d+2}=\frac{2\kappa^2}{d\,c_d\,zS^2}\,\frac{t}{J}. \tag{4}
$$

The second derivative,

$$
\frac{d^2E}{dR^2}=\frac{6t\kappa^2}{R^4}+d(d-1)zJS^2c_dR^{d-2},
$$

is positive, so this is a minimum.

For three dimensions, the numerical factor in (4) is

$$
\frac{2\pi^2}{3(4\pi/3)\,6S^2}=\frac{2\pi^2}{24\pi S^2}=\frac{\pi}{12S^2},
$$

and therefore

$$
R=\left(\frac{\pi}{12S^2}\,\frac{t}{J}\right)^{1/5}.
$$

For two dimensions it is $2j_{01}^2/(2\pi\cdot4S^2)=j_{01}^2/(4\pi S^2)$, so

$$
R=\left(\frac{j_{01}^2}{4\pi S^2}\,\frac{t}{J}\right)^{1/4}.
$$

With $S=1/2$ these become $R=1.009\,(t/J)^{1/5}$ and $R=1.165\,(t/J)^{1/4}$.

The exponents reflect the powers in (3): confinement falls as $R^{-2}$ and exchange grows as $R^d$, so their ratio changes as $R^{d+2}$. The weak dependence means that a hundredfold increase of $t/J$ enlarges the ideal radius by a factor 2.5 in three dimensions and 3.2 in two.

The stationarity condition, multiplied by $R$, also fixes how the energy is shared:

$$
2E_{\rm conf}=d\,E_{\rm ex}\quad\Longrightarrow\quad E_{\rm ex}=\frac{2}{d}E_{\rm conf}. \tag{5}
$$

The energy at the minimum is thus

$$
E_{\min}=-zt+\left(1+\frac{2}{d}\right)\frac{t\kappa^2}{R^2}. \tag{6}
$$

Since $R^{-2}\propto(J/t)^{2/(d+2)}$, the energy above the band bottom is proportional to $t(J/t)^{2/5}$ in three dimensions and $t(J/t)^{1/2}$ in two.

### The wall at finite radius

The hard wall at $R$ is slightly too strict. The carrier can also visit the up sites just outside the bubble that touch a reversed site. It can go no further, because the remaining neighbours of those sites point down. As a check of this picture, a small two-dimensional bubble was treated with both carrier spin states and a large finite Hund coupling. It gave the same carrier energy, $-3.618\,t$, as the projected hopping problem.

On a lattice, moreover, the amplitude vanishes on the first blocked sites, not on the last accessible ones, and this also moves the effective wall outward. Represent both effects together by a length $\delta$, which is fitted to the lattice energies and assumed to stay finite as $R$ grows:

$$
E_{\rm conf}=\frac{t\kappa^2}{(R+\delta)^2}.
$$

The exchange cost still contains $R$, because $R$ is defined by the number of reversed spins. Minimization now gives

$$
R^{d-1}(R+\delta)^3=R_0^{d+2}, \tag{7}
$$

where $R_0$ is the simple radius from (4). For $\delta\ll R$ the left side is approximately $R^{d+2}(1+3\delta/R)$. Taking the root to first order,

$$
R\simeq R_0-\frac{3\delta}{d+2}.
$$

The correction is a constant length, so it does not alter the asymptotic power. It does alter the slope seen at finite size. Differentiating the logarithm of (7), with $R_0^{d+2}\propto t/J$,

$$
\frac{d\ln R}{d\ln(t/J)}=\frac{1}{(d-1)+3R/(R+\delta)}>\frac{1}{d+2}.
$$

The inequality follows from $R/(R+\delta)<1$. An apparent exponent above $1/5$ or $1/4$ is therefore expected, and it approaches the ideal value from above.

The lattice bubbles give mean shifts $\delta=0.51$ in three dimensions and $0.61$ in two. Minimizing their energies over bubble size, without using (3), gives fitted exponents for $R$ of 0.212 over $t/J=3000$ to $100000$ in three dimensions, and 0.262 over $1000$ to $50000$ in two. For the corrected length $[R^{d-1}(R+\delta)^3]^{1/(d+2)}$ the exponents are 0.203 and 0.251. This length should follow the ideal powers $0.200$ and $0.250$, and the fits differ from them by 0.003 and 0.001, against 0.012 for the uncorrected radius in both dimensions.

### A barrier that is not perfectly blocking

The power does not require the surroundings to block all motion. Suppose that in three dimensions the carrier can enter the antiferromagnet, where its band bottom lies higher by $V$, with $V/t$ fixed and the same coefficient $t$ of $k^2$. Then $u=\sin kr$ inside and $u\propto e^{-qr}$ outside, with $q^2=V/t-k^2$. Matching $u'/u$ at the wall gives

$$
k\cot kR=-q .
$$

For a large bubble $k$ is small, and $kR$ lies just below $\pi$. Put $kR=\pi-\epsilon$. Then $\cot kR\simeq-1/\epsilon$, so $\epsilon\simeq k/q$ and

$$
k\simeq\frac{\pi}{R+1/q}.
$$

The finite barrier acts as another wall shift, and $R\propto(t/J)^{1/5}$ survives. The argument requires the penetration length $1/q$ to stay small compared with $R$. If $V/t$ itself tends to zero as $t/J$ grows, this condition is met only when $V/t$ falls more slowly than $1/R^2$.

### (d) Binding and full alignment

The polaron is favourable against an immobile carrier when $E_{\min}<0$, or

$$
\left(1+\frac{2}{d}\right)\frac{\kappa^2}{R^2}<z
$$

in the simple estimate, that is $R>1.66$ in three dimensions and $R>1.70$ in two. This threshold lies where the estimate is no longer reliable: the continuum treatment requires $R$ large compared with the lattice constant and with $\delta$, since the relative correction to the radius is about $3\delta/[(d+2)R]$. The lattice model itself has no such threshold. Tilt a single down spin so that it makes an angle $\theta$ with its $z$ neighbours, and put $x=\cos(\theta/2)$. The carrier energy is then $-\sqrt z\,tx$ and the exchange cost is $2zJS^2x^2$. Their sum has its minimum $-t^2/(8JS^2)$ at $x=t/(4\sqrt z\,JS^2)$ when this is at most 1, and it is negative at $x=1$ otherwise, so some bound state lies below the immobile carrier at every $t/J$. The bubble must also beat a region whose spins are only partly aligned. To examine this, let $N$ sites have a uniform angle $\theta$ between the two sublattices, and neglect confinement and boundary energies. With $x=\cos(\theta/2)$, the carrier energy is $-ztx$. There are $zN/2$ bonds, each of energy $JS^2\cos\theta=JS^2(2x^2-1)$. Relative to the Néel state, whose bonds each have energy $-JS^2$,

$$
E(x)=-ztx+zNJS^2x^2,\qquad 0\le x\le1 .
$$

The derivative vanishes at

$$
x=\frac{t}{2NJS^2}.
$$

If this exceeds 1, the energy falls all the way to $x=1$, and the region is fully aligned. Full alignment is thus preferred for

$$
N<N_c=\frac{t}{2JS^2}. \tag{8}
$$

For the bubble $N=c_dR^d$, and (1) gives $N/N_c=2E_{\rm ex}/(zt)$. This ratio falls as $(J/t)^{2/(d+2)}$, so the assumption of saturation improves as $t/J$ increases.

For $N>N_c$ the region is canted. Inserting the optimum $x$ gives

$$
E=-\frac{zt^2}{2NJS^2}+\frac{zt^2}{4NJS^2}=-\frac{zt^2}{4NJS^2}>-\frac{zt}{2}.
$$

A large, uniformly canted region therefore gains less than $zt/2$, while the energy of the saturated bubble approaches $-zt$. At large $t/J$ the bubble wins. This comparison does not exclude canting in a thin layer at the wall, where the carrier density is small.

### Numbers for $t/J=1000$

Take $S=1/2$. In three dimensions $R=4.018$, and

$$
E_{\rm conf}=\frac{(3.1416)^2}{(4.018)^2}\,t=0.611\,t,
$$

$$
E_{\rm ex}=6\cdot\frac14\cdot4.189\cdot\frac{(4.018)^3}{1000}\,t=0.408\,t .
$$

The ratio is $2/3$, as (5) requires, and the total is $(-6+0.611+0.408)t=-4.981\,t$.

In two dimensions $R=6.550$. Then

$$
E_{\rm conf}=\frac{(2.4048)^2}{(6.550)^2}\,t=0.135\,t,
$$

$$
E_{\rm ex}=4\cdot\frac14\cdot3.1416\cdot\frac{(6.550)^2}{1000}\,t=0.135\,t .
$$

The two costs are equal, and the total is $-3.730\,t$.

The bubbles contain about 272 and 135 sites. The limit (8) is $N_c=2000$ in both dimensions, so uniform canting is not favoured. Both total energies also lie well below $-zt/2$, which is $-3t$ and $-2t$.

The wall shift lowers the energies to $-5.124\,t$ and $-3.755\,t$. The best site-centred spherical bubbles on the lattice have $-5.144\,t$ and $-3.756\,t$. Measured from the band bottom, the simple formula overestimates the lattice energy by 19 per cent in three dimensions and 11 per cent in two. With the wall shift the excess is about 2 and 1 per cent.

## A few cases

The lattice column below gives the best bubble among spherical ones centred on a site of either sublattice. Its radius is defined by $c_dR^d=2N_F$. The wall-corrected values use the shift $\delta$ obtained from bubbles with $R>5$. All entries are for $S=1/2$.

| $d$ | $t/J$ | $R$ simple | $R$ with wall shift | $R$ lattice | $E$ lattice $/t$ |
|---|---:|---:|---:|---:|---:|
| 3 | 10 | 1.60 | 1.32 | 0.78 | −2.15 |
| 3 | 100 | 2.54 | 2.24 | 2.09 | −4.11 |
| 3 | 1000 | 4.02 | 3.72 | 3.81 | −5.14 |
| 3 | 10000 | 6.37 | 6.07 | 6.06 | −5.63 |
| 2 | 10 | 2.07 | 1.64 | 1.60 | −2.20 |
| 2 | 100 | 3.68 | 3.24 | 3.19 | −3.30 |
| 2 | 1000 | 6.55 | 6.10 | 5.75 | −3.76 |
| 2 | 10000 | 11.65 | 11.20 | 10.85 | −3.92 |

At $t/J=10$ in three dimensions the continuum picture has failed. The simple formula (6) gives

$$
E_{\min}=\left[-6+\frac53\,\frac{\pi^2}{(1.600)^2}\right]t\simeq+0.4\,t,
$$

which would mean no binding, whereas the best site-centred spherical bubble on the lattice is bound, at $-2.15\,t$. Its radius of 0.78 corresponds to a single reversed spin. This case can be solved by hand. The carrier moves between the reversed site and the symmetric combination of its six neighbours, with matrix element $-\sqrt6\,t$. The exchange cost is $2zJS^2=3J=0.3\,t$. The sum is $(-2.449+0.3)t=-2.149\,t$, as tabulated. A sphere centred on a site is not the best shape at this small ratio. Reverse instead the four down spins of one elementary cube, so that all its eight spins are parallel. Each reversed site has six accessible neighbours and shares two of them with each of the other three. The square of the hopping matrix, restricted to the reversed sites, therefore has $6t^2$ on the diagonal and $2t^2$ elsewhere, with largest eigenvalue $12t^2$. The exchange cost is $4\cdot3J=1.2\,t$, and the energy is $(-\sqrt{12}+1.2)t=-2.264\,t$. A radius below one lattice constant cannot test a continuum power law.

At $t/J=10000$ the simple radius is still 5 per cent above the lattice value in three dimensions and 7 per cent above it in two. The wall shift accounts for the 5 per cent in three dimensions and for 4 of the 7 per cent in two; the rest is the gap between the wall-corrected and the lattice radius. The relative wall correction falls only as $1/R$, and $R$ itself grows slowly, so the approach is slow.

The lattice radii do not follow a smooth curve, since reversed spins are added in whole shells. In two dimensions at $t/J=1000$ the lattice radius is 0.35 below the wall-corrected one. The curvature of the corrected energy there is

$$
\left[\frac{6(2.405)^2}{(6.101+0.606)^4}+\frac{2\pi}{1000}\right]t\simeq0.023\,t,
$$

so such a displacement costs about $\tfrac12(0.023)(0.35)^2t\simeq0.0014\,t$. With so flat a minimum, small energy differences between shells can plausibly decide which bubble is best. The energy is therefore a steadier measure of agreement than the radius.

## What the estimate leaves out

The lattice energies are upper bounds to the lowest energy of the stated classical-spin model, because each belongs to an allowed spin arrangement. Other shapes or a canted wall could lower them. The continuum energy (3) is an approximation and carries no such guarantee.

Quantum fluctuations lower the energy of the antiferromagnet below its classical Néel value, while the saturated ferromagnet keeps its energy $+zJS^2/2$ per site. The exchange cost per site then exceeds $zJS^2$. It remains proportional to $J$, so this change alone reduces the prefactor of $R$ and leaves the power intact. Quantum spins also change how a carrier moves outside the bubble, and that competing state is not calculated here. The result therefore does not establish a ferromagnetic polaron in a quantum $t$-$J$ model at moderate $t/J$. Coulomb forces, lattice distortion and interactions between several carriers are also omitted.

The numerical output below gives the lattice results and fitted exponents in full.

## Numbers as computed

```
spin length S = 0.5
--- 3D: z = 6, kappa = 3.14159, c = 4.18879
exchange cost at R=9: bond sum 4698.0 J, continuum 4580.4 J
kappa from lattice bubbles = 3.155
wall shift delta = 0.507 lattice constants
fit range t/J = 3000 to 100000
exponent: raw R 0.2116, wall-corrected 0.2026, predicted 0.2000
lattice/predicted length = 0.9954
R = 1.0093 (t/J)^(1/5)
t/J, R simple, R wall-corrected, R lattice, E lattice (t)
    10   1.600   1.315   0.782  -2.1495
   100   2.535   2.243   2.086  -4.1121
  1000   4.018   3.721   3.812  -5.1440
 10000   6.368   6.069   6.060  -5.6344
t/J=1000 simple: E_conf 0.6113 t, E_ex 0.4076 t, E -4.9811 t
t/J=1000 wall-corrected E = -5.1242 t
t/J=1000: sites in simple bubble 271.7, reversed spins on lattice 116
t/J=1000: canting starts above N = 2000 sites; cos(theta/2) at twice that = 0.500
--- 2D: z = 4, kappa = 2.40483, c = 3.14159
exchange cost at R=9: bond sum 248.0 J, continuum 254.5 J
carrier energy, small bubble: spinor -3.6180 t, projected -3.6180 t
kappa from lattice bubbles = 2.408
wall shift delta = 0.606 lattice constants
fit range t/J = 1000 to 50000
exponent: raw R 0.2620, wall-corrected 0.2507, predicted 0.2500
lattice/predicted length = 0.9964
R = 1.1648 (t/J)^(1/4)
t/J, R simple, R wall-corrected, R lattice, E lattice (t)
    10   2.071   1.635   1.596  -2.2000
   100   3.683   3.239   3.192  -3.2980
  1000   6.550   6.101   5.754  -3.7561
 10000  11.648  11.196  10.852  -3.9193
t/J=1000 simple: E_conf 0.1348 t, E_ex 0.1348 t, E -3.7304 t
t/J=1000 wall-corrected E = -3.7545 t
t/J=1000: sites in simple bubble 134.8, reversed spins on lattice 52
t/J=1000: canting starts above N = 2000 sites; cos(theta/2) at twice that = 0.500
```
